Pumping time and gettering time in reactive sputtering

**Problem**

A sputtering chamber of volume V = 5.0×10²⁸ Å³ is pumped at S = 1.0×10²⁹ Å³/s. A diatomic reactive gas enters at a rate of Q molecules per second. Metal sputtered from a target of area A_t = 1.0×10¹⁸ Å² lands on walls of area A_c = 3.0×10¹⁹ Å². A gas molecule striking bare metal sticks with probability s = 0.10.

(a) How fast does the gas density settle while the target is metallic, compared with the pumping time V/S?
(b) What happens when the target is covered with compound?
(c) In what sense is pressure control faster, and when does that advantage fail?

The other parameters are round model values:

- temperature T = 0.025 eV and molecular rest energy mc² = 3.0×10¹⁰ eV;
- ion flux at the target j = 10 /(Å² s);
- sputter yields Y_m = 0.50 from metal and Y_c = 0.10 from compound;
- surface site density N = 0.10 /Å²;
- diffusivity of the reactive gas in the working gas D = 4.0×10²⁰ Å²/s.

Take Q = 2.5×10¹⁷ molecules/s for the metallic case and 8.0×10¹⁸ molecules/s for the poisoned one. All other settings are the same in both.

**Solution**

*1. The gas balance*

The algebra is in atomic units, with temperature written as an energy. Numbers are in eV, Å and seconds. At first the gas is taken as well mixed, with density n.

The flux onto a wall is the one-sided average of the normal velocity over the Maxwell distribution:

F = n ∫₀^∞ v √(m/2πT) exp(−mv²/2T) dv = n √(T/2πm).

The mean speed is v̄ = √(8T/πm), and v̄/4 = √(8T/16πm) = √(T/2πm). Therefore

F = n v̄/4.

With c the speed of light, v̄ = c √(8T/(π mc²)) = 4.37×10¹² Å/s.

Let θ_t and θ_c be the fractions of target and wall covered by compound. If only bare metal takes up gas, the uptake in molecules per second is

G = sF [A_c(1−θ_c) + A_t(1−θ_t)],

and conservation of gas molecules gives

V dn/dt = Q − Sn − G.

Suppose the coverages do not have time to change. Then G = S_g n, with

S_g = (s v̄/4)[A_c(1−θ_c) + A_t(1−θ_t)].

The metal acts as a second pump of speed S_g. Subtracting the steady balance from the balance for n + δn leaves

V dδn/dt = −(S + S_g) δn,

so δn decays exponentially with the time τ given by

1/τ = (S + S_g)/V = 1/τ_p + 1/τ_g,  τ_p = V/S,  τ_g = V/S_g.

The rates add, so the shorter time dominates. It remains to find the coverages, and to see whether they really stand still.

*2. The surface balances*

Each molecule makes two compound units. On the target, compound forms on bare sites and is sputtered away:

N dθ_t/dt = 2sF(1−θ_t) − jY_cθ_t.

Material leaving the target is assumed to land evenly on the walls. Per unit wall area, the arrival rates from a fully metallic and a fully covered target are

M = jY_mA_t/A_c = 0.167 /(Å² s),  C = jY_cA_t/A_c = 0.033 /(Å² s).

Arriving metal buries compound, and arriving compound covers bare metal:

N dθ_c/dt = (2sF + Cθ_t)(1−θ_c) − M(1−θ_t)θ_c.

Setting both derivatives to zero gives

θ_t = 2sF/(2sF + jY_c),
θ_c = (2sF + Cθ_t)/[2sF + Cθ_t + M(1−θ_t)].

Inserted in Q = Sn + G, these give Q as a function of n, which is solved numerically for n at each chosen flow.

The steady uptake has a second useful form. The wall balance gives 2sF(1−θ_c) = M(1−θ_t)θ_c − Cθ_t(1−θ_c). The target balance, multiplied by A_t, gives 2sF(1−θ_t)A_t = jY_cθ_tA_t = A_cCθ_t. Adding A_c times the first to the second yields

2G = A_cθ_c [M(1−θ_t) + Cθ_t].

This is the rate at which reactive atoms are buried in the growing film. Since M > C here, G cannot exceed A_cM/2 = 2.5×10¹⁸ molecules/s. The uptake actually reached is lower, because the supply M(1−θ_t) falls as the target becomes covered. Gettering is fast only while the metal supply can keep up with the gas.

*3. The metallic case*

At Q = 2.5×10¹⁷ molecules/s the solution is n = 7.91×10⁻¹⁴ /Å³, with θ_t = 0.017 and θ_c = 0.098. A clean wall would pump at

S_0 = s v̄A_c/4 = 0.10 × 4.37×10¹² × 3.0×10¹⁹ / 4 = 3.28×10³⁰ Å³/s.

Allowing for the coverages and adding the target gives S_g = 3.06×10³⁰ Å³/s, or about 3100 L/s. The walls supply 96% of it. The target matters mainly as the source that keeps the wall film fresh, not as a getter itself.

The two times are

τ_p = 5.0×10²⁸ / 1.0×10²⁹ = 0.50 s (2.07×10¹⁶ atomic units),
τ_g = 5.0×10²⁸ / 3.06×10³⁰ = 0.0163 s (6.75×10¹⁴ atomic units).

Together they give τ = 0.0158 s, shorter than V/S by a factor of 32. Linearising all three balances and finding the eigenvalues numerically gives 0.0158 s for the fast gas mode as well, so freezing the coverages was justified for that mode.

The coverages do move later. To see how much this matters, neglect θ_t and write h = 2sF. Then θ_c = h/(h+M), and the wall uptake is

G = (A_c/2) h(1−θ_c) = (A_c/2) hM/(h+M).

Its derivative with respect to h is (A_c/2) M²/(h+M)² = (A_c/2)(1−θ_c)². Since dh/dn = s v̄/2,

dG/dn = S_0(1−θ_c)².

The frozen wall has the larger speed S_0(1−θ_c). After a flow step δQ, the density first settles at δQ/[S + S_0(1−θ_c)] and finally at δQ/[S + S_0(1−θ_c)²]. The prompt fraction of the final change is therefore

f = [S + S_0(1−θ_c)²]/[S + S_0(1−θ_c)] = 2.76/3.05 = 0.905.

The three-variable linear model gives 0.901. The remaining tenth follows slowly. During this tail the gas has already adjusted, so with the pump and target uptake neglected the walls take up all of Q:

N dθ_c/dt = 2Q/A_c − Mθ_c.

The tail time is thus about N/M = 0.60 s; the full linear model gives 0.61 s. Most of the response is fast, but the last part is no faster than the pumping time.

*4. The poisoned case*

At Q = 8.0×10¹⁸ molecules/s the density is 7.38×10⁻¹¹ /Å³, with θ_t = 0.942 and θ_c = 0.9994. The order of the time scales is now reversed. The dense gas re-covers bare sites quickly, and the slower of the two surface modes takes 0.006 s. The surfaces follow the gas, so treating the coverages as frozen is no longer justified.

Besides the pump, what acts on a disturbance is then the change of uptake with density, not the uptake itself. As both coverages approach one, the burial formula gives

G → A_cC/2 = jY_cA_t/2 = 5.0×10¹⁷ molecules/s.

This limit is a constant; at the poisoned point G = Q − Sn = 6.2×10¹⁷ molecules/s is still somewhat above it and varies only weakly with n. It removes gas but provides no restoring effect, and the settling time returns to about V/S. The small correction can be traced by setting θ_c = 1 in the burial formula:

dG/dn = (A_c/2)(C−M) dθ_t/dn.

It is negative because C < M: more gas means less fresh metal and so less burial. The settling time should be slightly longer than V/S, and the full linear model gives 0.508 s against 0.500 s.

*5. What "faster" means for control*

Take a steady chamber and change the flow suddenly by δQ. At the first instant neither n nor the coverages have changed, so

dδn/dt = δQ/V.

This initial slope is the same in both modes. Gettering does not make the density start to move faster; it makes it stop sooner, at a smaller deflection. In a stable state the final deflection is

δn = δQ/(dQ/dn),  dQ/dn = S + dG/dn.

For a 3% flow increase, solving the steady equations before and after gives δQ/δn = 2.86×10³⁰ Å³/s in the metallic case and 9.86×10²⁸ Å³/s in the poisoned one. The same small δQ thus moves the metallic density about 29 times less.

Integrating the nonlinear balances after this step gives the time to reach 63.2% of the final change: 0.0190 s metallic and 0.508 s poisoned, a ratio of 27. The metallic time exceeds τ because the fast mode supplies only 90% of the change. Neglecting the tail, 1 − exp(−t/τ) = 0.632/0.901 gives t ≈ 1.21τ = 0.019 s.

The same point appears for an oscillating flow of angular frequency ω. With frozen coverages, iωVδn = δQ − (S+S_g)δn, so

|δn/δQ| = 1/[V √(ω² + 1/τ²)].

For ω well above 1/τ the response is 1/(Vω), whatever the gettering. Well below 1/τ the density follows the flow with little lag, and a metallic target extends this range upwards. A controller gains the full benefit only if its valve and gauge are also fast. If they need 0.1 s, they set the pace in the metallic mode.

*6. Between the modes*

Fast gettering does not guarantee stability. Let small disturbances vary as exp(λt). With the positive constants

r_t = (2sF + jY_c)/N,  r_c = [2sF + Cθ_t + M(1−θ_t)]/N,
a = s v̄(1−θ_t)/2N,  b = s v̄(1−θ_c)/2N,
g = [C(1−θ_c) + Mθ_c]/N,

the linearised surface balances give

δθ_t = a δn/(λ+r_t),
δθ_c = [b + ga/(λ+r_t)] δn/(λ+r_c).

Extra coverage reduces the uptake, which acts as a gas source R(λ)δn with

R(λ) = sF(A_tδθ_t + A_cδθ_c)/δn.

The gas balance becomes

Vλ + S + S_g − R(λ) = 0.

At λ = 0 the surfaces have fully adjusted, so the left side is S + S_g − R(0) = dQ/dn. For real λ ≥ 0, R falls as λ grows, so the left side rises steadily. If dQ/dn < 0, it must cross zero once at a positive λ, and the disturbance grows.

If dQ/dn > 0, there is no growing mode, not even an oscillating one. For any λ with non-negative real part, |λ+r_t| ≥ r_t and |λ+r_c| ≥ r_c, so |R(λ)| ≤ R(0) < S + S_g. But |Vλ + S + S_g| ≥ S + S_g, so the two cannot balance.

Fixed flow is therefore unstable somewhere on the curve if S is below

S_c = max(−dG/dn).

Here the numerical maximum is S_c = 6.68×10²⁸ Å³/s, at n = 4.42×10⁻¹² /Å³. At s = 0.10 the chosen pump exceeds it, so its steady states are stable. They need not be quick. Near λ = 0, expanding R gives

λ ≈ −(dQ/dn)/[V − R′(0)].

The numerator is small near the threshold. Since R′(0) < 0, the denominator exceeds V: the coverages lag behind the density and so slow its change. At this density the slowest decay takes 2.8 s, more than five times V/S.

With a weaker pump of 3.0×10²⁸ Å³/s at the same density, dQ/dn = −3.68×10²⁸ Å³/s. The frozen-coverage gas time is still only 0.14 s, yet a disturbance grows with a time of 2.4 s. Holding that state requires feedback.

| State | S (Å³/s) | n (Å⁻³) | Response |
|---|---|---|---|
| Metallic | 1.0×10²⁹ | 7.9×10⁻¹⁴ | 90% settles in 0.016 s; tail 0.61 s |
| Intermediate | 1.0×10²⁹ | 4.4×10⁻¹² | slowest decay 2.8 s |
| Intermediate | 3.0×10²⁸ | 4.4×10⁻¹² | grows in 2.4 s |
| Poisoned | 1.0×10²⁹ | 7.4×10⁻¹¹ | settles in 0.51 s |

The times are exponential time constants.

*7. The limit set by mixing*

Gas must reach the walls before they can take it up. Model the chamber as a slab of depth L = V/A_c = 1.67×10⁹ Å, closed at x = 0 and gettering at x = L. The uptake per unit area is un, with u = s(1−θ_c)v̄/4. A decaying solution of the diffusion equation that has zero slope at x = 0 is

n = cos(kx) exp(−Dk²t).

At x = L the diffusive flux −D ∂n/∂x must equal un, so Dk sin(kL) = u cos(kL), or

y tan y = H,  y = kL,  H = uL/D.

For small H, y tan y ≈ y² + y⁴/3, so y² ≈ H − H²/3 and 1/y² ≈ 1/H + 1/3. The decay time 1/(Dk²) = L²/(Dy²) is then

L/u + L²/(3D).

The first term is the wall gettering time, and the second is a mixing time of 0.0023 s. Their sum is 0.0192 s; a finite-volume solution of the slab gives 0.0193 s. Adding the mixing time to τ_g, which includes the target, and then combining with the pump gives 0.018 s. The advantage over V/S falls from 32 to 28.

In the opposite limit, H ≫ 1, y tends to π/2 and the time tends to 4L²/(π²D). Better sticking then no longer helps. This chamber does not reach that limit: even s = 1 on a clean wall gives only H ≈ 4.5 and a slab time of about 0.004 s, against 4L²/(π²D) = 0.0028 s. In the other direction, a clean wall only equals the pump when S_0 = S, which needs s = 4S/(v̄A_c) = 0.003.

*8. Comparison with a real chamber*

The parameters resemble a small magnetron chamber near room temperature, with a gas of about the mass of oxygen and a modest or throttled pump. The sticking probability is the least certain input: on a fresh reactive metal it can be several times larger than 0.10, and then mixing matters more. Stability changes too. The steady uptake depends on n only through the product sn, so S_c is proportional to s. Above s ≈ 0.15 it exceeds the chosen pump, and fixed flow is then unstable on part of the curve. Even at 0.10 the flux formula is slightly low. In the diffusion picture a net flux J into the wall adds J/2 to the incident flux, so J = s(nv̄/4 + J/2) = s(nv̄/4)/(1−s/2), about 5% more than used here, which shortens the slab time from 0.0193 s to about 0.0185 s. The mean free path, about 3D/v̄, is roughly L/6, so diffusion is only an approximate description of the slab. Real chambers also break the assumption of an evenly coated wall. If the same metal fell on half the area, A_cM would be unchanged. With 2Q ≈ A_cMθ_c, so would θ_c, but the gettering area would halve and τ_g would roughly double. The metallic response would still be more than ten times faster than V/S. The model also holds the ion flux and yields fixed, whereas in a real discharge they can change as the target becomes covered. It also confines the compound to one layer of N sites; on a real target, ion implantation builds a thicker reacted layer, so the target responds more slowly than the surface times found here.

Numerical values quoted here were computed with a short program.
